# Mean log-transmission and localization in a single-channel chain of scatterers

**Q.** A thin wire has several defects, and each lets an electron through with a known probability. I would multiply the probabilities. You tell me that the electron is a wave and that reflections between the defects interfere. What survives of my multiplication?

**A.** That depends on which average you take, so let us first find the transmission of two defects. Assume one propagating mode in each direction, a fixed energy with wave number $k$, and elastic scattering. For a wave arriving from the left, scatterer $j$ has reflection and transmission amplitudes $r_j,t_j$; for one arriving from the right, $r_j',t_j'$. Current conservation makes the matrix

$$S_j=\begin{pmatrix} r_j & t_j'\\ t_j & r_j'\end{pmatrix}$$

unitary. Its first column gives $|r_j|^2+|t_j|^2=1$, its first row gives $|r_j|^2+|t_j'|^2=1$, and its second column gives $|t_j'|^2+|r_j'|^2=1$. Hence both sides have the same probabilities, $T_j=|t_j|^2=|t_j'|^2$ and $R_j=|r_j|^2=|r_j'|^2=1-T_j$. I take $0<T_j<1$.

Send in a wave of unit amplitude from the left. Let $A$ be the right-moving amplitude just after scatterer 1 and $B$ the left-moving amplitude at the same place. The gap has length $d$. The right-moving wave gains $e^{ikd}$, is reflected with $r_2$, and gains another $e^{ikd}$ on its return:

$$B=r_2e^{2ikd}A,\qquad A=t_1+r_1'B .$$

Inserting the first relation into the second and solving for $A$ gives

$$A=\frac{t_1}{1-r_1'r_2e^{2ikd}},\qquad t_{12}=t_2e^{ikd}A=\frac{t_1t_2e^{ikd}}{1-r_1'r_2e^{2ikd}} .$$

Now write $r_1'r_2e^{2ikd}=a\,e^{i\theta}$, where

$$a=\sqrt{R_1R_2}<1,\qquad \theta=2kd+\arg r_1'+\arg r_2 .$$

Then

$$T_{12}=\frac{T_1T_2}{|1-a e^{i\theta}|^2}=\frac{T_1T_2}{1-2a\cos\theta+a^2}. \tag{1}$$

Your product is the numerator. The denominator is the effect of interference.

**Q.** That denominator can be large or small. For equal defects with $R_1=0.2$, how much does it matter?

**A.** Here $a=0.2$ and $T_1^2=0.64$. At $\theta=\pi$ the transmission is $0.64/1.2^2=0.444$; at $\theta=0$ it is $0.64/0.8^2=1$. Two imperfect scatterers can therefore transmit perfectly.

**Q.** Then the product is wrong for almost any particular phase. Why should a logarithm rescue it?

**A.** Suppose that $\theta$ is uniformly distributed over $[0,2\pi)$, and let angle brackets denote the average. From (1),

$$\ln T_{12}=\ln T_1+\ln T_2-\ln|1-ae^{i\theta}|^2 .$$

For $|z|<1$, $\ln(1-z)=-\sum_{m\ge1}z^m/m$. Since $\ln|1-z|^2=2\,\mathrm{Re}\ln(1-z)$, setting $z=ae^{i\theta}$ gives

$$-\ln|1-ae^{i\theta}|^2=2\sum_{m=1}^{\infty}\frac{a^m}{m}\cos m\theta . \tag{2}$$

The terms are bounded by $2a^m$, whose sum converges. The series is therefore uniformly convergent in $\theta$ and may be integrated term by term. Each cosine integrates to zero over a full period, so

$$\boxed{\langle\ln T_{12}\rangle=\ln T_1+\ln T_2 .} \tag{3}$$

Constructive and destructive phases balance in the logarithm. In the example the geometric mean, $\exp\langle\ln T_{12}\rangle$, is $0.64$.

**Q.** I could have averaged $T_{12}$ itself. Would that not be more natural?

**A.** It answers another question. Expand $1/(1-ae^{i\theta})=\sum_{m\ge0}a^me^{im\theta}$. In the average of its squared modulus, products of different harmonics vanish, leaving $\sum_m a^{2m}=1/(1-a^2)$. Thus

$$\langle T_{12}\rangle=\frac{T_1T_2}{1-R_1R_2}.$$

This equals the incoherent result, in which the intensities of successive round trips are added: $T_1T_2[1+R_1R_2+(R_1R_2)^2+\cdots]$. For the example it is $0.64/0.96=0.667$.

The incoherent rule has a simple form. Since $1-R_1R_2=1-(1-T_1)(1-T_2)=T_1+T_2-T_1T_2$, its inverse transmission is $1/T_1+1/T_2-1$. Subtracting 1 shows that $1/T-1=R/T$ is additive. For $N$ equal scatterers,

$$\frac1{T_{\rm inc}}=1+N\frac{R_1}{T_1}. \tag{4}$$

This is Ohm's law plus a constant contact term. For two scatterers the geometric and incoherent values, $0.64$ and $0.667$, differ little. Their ratio grows with the length of the chain.

**Q.** For a third scatterer, the first two form an object whose transmission and reflection phase are both random. Your proof assumed fixed scatterers.

**A.** Hold the first $n$ scatterers and the gaps between them fixed for a moment. Together they are one lossless scatterer with transmission $T^{(n)}>0$, reflection $R^{(n)}=1-T^{(n)}$ and right-hand reflection amplitude $r'^{(n)}$. The next round-trip phase is

$$\theta_n=2kd_n+\arg r'^{(n)}+\arg r_{n+1}.$$

Assume that each gap $d_n$ is independent of the others and that $2kd_n$ is uniform modulo $2\pi$. Adding a fixed angle to a uniform angle leaves it uniform. Hence $\theta_n$ is uniform whatever the earlier part of the chain does. Equation (3) holds for every fixed earlier part, and averaging over those parts gives

$$\langle\ln T^{(n+1)}\rangle=\langle\ln T^{(n)}\rangle+\ln T_{n+1}.$$

Repeated from $n=1$, this yields

$$\langle\ln T^{(N)}\rangle=\sum_{j=1}^{N}\ln T_j . \tag{5}$$

The scatterers need not be equal. If they are, the right side is $N\ln T_1$, a negative number proportional to $N$.

**Q.** A mean can mislead. A few chains with extremely small transmission could pull down the logarithm while most chains conduct well.

**A.** The fluctuations must indeed be bounded before we can speak of localization. For equal scatterers define

$$X_n=2\sum_{m=1}^{\infty}\frac{a_n^m}{m}\cos m\theta_n,\qquad a_n^2=R_1R^{(n)},$$

so that

$$\ln T^{(N)}=N\ln T_1+\sum_{n=1}^{N-1}X_n .$$

With the earlier chain fixed, $X_n$ has zero mean. For its square, use $\langle\cos m\theta\cos m'\theta\rangle=\tfrac12\delta_{mm'}$:

$$\langle X_n^2\rangle_{\rm earlier\ chain\ fixed}=4\sum_m\frac{a_n^{2m}}{m^2}\cdot\frac12=2\,\mathrm{Li}_2(a_n^2),\qquad \mathrm{Li}_2(z)=\sum_{m\ge1}\frac{z^m}{m^2}.$$

The terms are not independent, because $a_n$ depends on the past. They are nevertheless uncorrelated. For $l<n$, fixing the earlier chain fixes $X_l$; averaging $X_n$ over its new phase then gives zero, so $\langle X_lX_n\rangle=0$. The variances therefore add. Since $a_n^2\le R_1$ and $\mathrm{Li}_2$ increases with its argument,

$$\mathrm{Var}\ln T^{(N)}\le 2N\,\mathrm{Li}_2(R_1)\le \frac{\pi^2}{3}N, \tag{6}$$

where the last step uses $\mathrm{Li}_2(1)=\pi^2/6$. Chebyshev's inequality then says that, for any $\varepsilon>0$,

$$P\!\left(\left|\frac{\ln T^{(N)}}N-\ln T_1\right|>\varepsilon\right)\le\frac{2\,\mathrm{Li}_2(R_1)}{N\varepsilon^2}\longrightarrow0. \tag{7}$$

The decay rate of a single long chain thus approaches $|\ln T_1|$ with probability tending to one.

**Q.** Turn that into a length.

**A.** Let $d$ now denote the mean gap and set $L=Nd$, assigning one mean spacing to each scatterer. With gaps of finite variance, the actual length divided by $N$ also tends to $d$. Define the typical transmission as the geometric mean:

$$T_{\rm typ}=e^{N\ln T_1}=e^{-2L/\xi},\qquad \boxed{\xi=\frac{2d}{|\ln T_1|}} . \tag{8}$$

The factor 2 makes $\xi$ the decay length of the amplitude; the intensity falls by $e$ over $\xi/2$.

For weak scattering $|\ln T_1|\simeq R_1$, so $\xi/2\simeq d/R_1$. The Ohmic term in (4) reaches 1 at $L=dT_1/R_1$, which is the same length to leading order in $R_1$. Localization in one channel therefore sets in where Ohmic resistance first becomes comparable with the contact term. As $R_1\to0$ the length diverges. As $T_1\to0$ it goes to zero, but only logarithmically.

**Q.** You have shown that little comes out of the far end. Is the wave inside the chain also decaying?

**A.** Let $A_n$ be the right-moving amplitude just after scatterer $n$. It is the wave incident on the remaining $N-n$ scatterers, whose transmission is $T_{\rm rest}$. Hence $T^{(N)}=|A_n|^2T_{\rm rest}$, and (5) applied to both chains gives

$$\langle\ln|A_n|^2\rangle=N\ln T_1-(N-n)\ln T_1=n\ln T_1 .$$

The left-moving amplitude there is $\sqrt{R_{\rm rest}}\,|A_n|$, which is smaller. The total wave in the gap is thus at most $2|A_n|$.

The standard deviation of $\ln|A_n|^2$ is at most the sum of those of $\ln T^{(N)}$ and $\ln T_{\rm rest}$, hence of order $\sqrt N$. At a depth that is a fixed fraction of a long chain, exponential decay is therefore typical too. Particular resonant chains can behave differently. This is localization at a fixed energy, for a wave sent in from one end; I have not proved a theorem about the spectrum of an infinite chain.

**Q.** Give me numbers for a metal.

**A.** Take one conducting channel of fcc copper crossing $N=20$ grain boundaries. Let $R_1=0.2$, with a mean spacing of 20 nm and a standard deviation of 5 nm. These are rough values for a narrow interconnect. Then $\ln T_1=\ln0.8=-0.2231$, and

$$\xi=\frac{2\times20\ \text{nm}}{0.2231}=179\ \text{nm},\qquad L=20\times20\ \text{nm}=400\ \text{nm},$$

$$T_{\rm typ}=e^{-20\times0.2231}=e^{-4.463}=0.0115 .$$

The incoherent value is $1/(1+20\times0.25)=0.167$, about 14 times larger.

At low bias and zero temperature, the two-terminal resistance with two spin directions is $(h/2e^2)/T$, where $h/2e^2=12.906$ kΩ. The typical coherent resistance is therefore about 1120 kΩ, against 77 kΩ for incoherent addition.

As a test, the wave equation was solved directly for random chains of 20 delta-function barriers with these values. The mean of $\ln T$ came out as $-4.473\pm0.017$ (standard error), against $-4.463$ from (5). After 10 barriers the mean of $\ln|A_n|^2$ was $-2.223$, against $-2.231$.

**Q.** Would one such wire have a transmission close to 0.0115?

**A.** Not necessarily. The standard deviation of $\ln T$ is 2.37, so one standard deviation is a factor of about 11 either way, from roughly 0.001 to 0.12. Twenty boundaries are too few for a sharply defined decay rate:

| $N$ | mean of $\ln T/N$ | standard deviation |
|---:|---:|---:|
| 20 | −0.221 | 0.118 |
| 200 | −0.224 | 0.046 |
| 2000 | −0.223 | 0.0145 |

In a long chain $R^{(n)}\to1$ in probability, so the variance added per boundary tends to $2\,\mathrm{Li}_2(R_1)=0.422$. Sampling between 1000 and 2000 boundaries gave 0.429. The spread of $\ln T$ itself grows as $\sqrt N$; it is the spread of the decay rate that shrinks.

**Q.** If resistances are what one measures, why not quote the mean resistance?

**A.** Because it does not describe a typical chain. Put $\rho=R/T$, so that $1/T=1+\rho$. Averaging the inverse of (1) removes the cosine:

$$\left\langle\frac1{T_{12}}\right\rangle=\frac{1+R_1R_2}{T_1T_2}=(1+\rho_1)(1+\rho_2)+\rho_1\rho_2 .$$

Since $1+2\rho_{12}=2/T_{12}-1$,

$$\langle1+2\rho_{12}\rangle=1+2\rho_1+2\rho_2+4\rho_1\rho_2=(1+2\rho_1)(1+2\rho_2).$$

This is linear in $\rho_1$, so it can be repeated along the chain:

$$\left\langle\frac1{T^{(N)}}\right\rangle=\frac{1+(1+2\rho_1)^N}{2}.$$

With $\rho_1=0.25$ the growth factor is 1.5 per boundary, whereas the typical inverse transmission grows by $1/0.8=1.25$. For 20 boundaries the mean resistance is about 21500 kΩ, some 19 times the typical value.

Chains whose decay rate lies within $\varepsilon$ of $|\ln T_1|$ contribute at most $e^{N(0.223+\varepsilon)}$ to this mean, which grows as $e^{0.405N}$. For $\varepsilon<0.18$ their share vanishes as $N$ grows. The mean is then supplied by chains whose total probability tends to zero by (7).

The mean transmission has the opposite bias: the well-conducting chains raise it. For 20 boundaries the best tenth of the chains supply about 60% of it. Its sampled value is $0.082\pm0.001$, between the typical 0.0115 and the incoherent 0.167.

**Q.** Everything rests on the uniform phase. Why should copper provide it?

**A.** With a lattice constant of 0.36 nm and one free electron per atom, the Fermi wave number is about 13.6 nm$^{-1}$. The round-trip phase advances by $2\pi$ when the gap grows by half a wavelength, $\pi/k=0.23$ nm. A spread of 5 nm covers many such periods.

To see what remains, give the gaps a gamma distribution, which keeps them positive. Its density is proportional to $x^{p-1}e^{-x/s}$, with mean $ps$ and variance $ps^2$. Here $p=(20/5)^2=16$ and $s=5^2/20=1.25$ nm. Integrating $e^{iqx}$ replaces $1/s$ by $1/s-iq$, so the average is $(1-iqs)^{-p}$. At $q=2k$,

$$|\langle e^{2ikd}\rangle|=[1+(2ks)^2]^{-p/2}=3\times10^{-25}.$$

For two scatterers, (2) gives the error in (3) as $2\sum_m a^m\langle\cos m\theta\rangle/m$, which is negligible here. The tiny number belongs to the smooth gamma law, not to copper itself: real grains contain whole numbers of atomic planes, and their lengths need not follow that law.

If the phase is fixed, additivity can fail completely. Two equal scatterers held at $\theta=0$ have $\ln T_{12}=0$, not $2\ln T_1$.

**Q.** Interconnects work near room temperature. Does your 1120 kΩ mean anything there?

**A.** Not as a prediction. Temperature enters in two different ways. First, electrons of different energies have different phases. At temperature $\mathcal T$ the conductance averages $T(E)$ over a window of a few $k_B\mathcal T$. Equation (5) holds at each energy, and the logarithm of an average is at least the average of the logarithm, so this can only raise $\langle\ln T\rangle$. This assumes that $T_1$ does not change over the window. With the boundaries held fixed, the sampled rise is $0.12\pm0.01$ at 4 K and about 1.9 at 300 K, where the sampling error is a few hundredths. The typical transmission becomes 0.013 and about 0.08 respectively.

The room-temperature value lies within a few per cent of the mean transmission. It cannot exceed that mean, because the average of a logarithm is at most the logarithm of the average. An energy change of $k_B\mathcal T$ at 300 K shifts the round-trip phase in one mean gap by about 1 rad. This suggests that the thermal window samples many phase combinations of the same chain, though I have not proved that reading. Even so, 0.08 is only about half the incoherent value: averaging over energy is not the same as losing coherence.

Second, inelastic scattering does destroy coherence. With a rough path of 40 nm at 300 K, the chance of covering 400 nm in one direct pass without such an event is $e^{-400/40}=4.5\times10^{-5}$. Since 40 nm is also shorter than $\xi/2=90$ nm, the coherent chain is not a valid model at room temperature. The incoherent 77 kΩ is a better starting point for this one channel, but it still omits the resistance caused by the inelastic events.

**Q.** And a real copper line is not one channel wide.

**A.** That changes the number most. A line with a cross-section of 20 nm × 20 nm, area $\mathcal A$, has one transverse state per area $(2\pi)^2/\mathcal A$ of wave-vector space. Those inside a circle of radius $k$ propagate, so there are

$$M=\frac{\pi k^2\mathcal A}{(2\pi)^2}=\frac{k^2\mathcal A}{4\pi}\approx5900$$

channels, not counting spin. If all had the same boundary reflection and added incoherently, the 400 nm line would have a resistance of about $77/5900=0.013$ kΩ, far below the single-channel 1120 kΩ. Phonon scattering with a path of 40 nm would add a resistance of similar size, and surfaces and differences between channels would alter the figure further. For example, planar delta-function barriers that reflect 0.2 at normal incidence reflect oblique channels more strongly and roughly double the incoherent figure.

What happens in a coherent line depends on whether the boundaries mix the channels. If they do not, and the phases in each channel are uniform, (5) holds for each channel separately. With equal reflection, the typical transmission of every channel then decays over the same $\xi/2=90$ nm, however many there are. The conductance of the line falls more slowly at first, because it is a sum over channels and the better-conducting ones dominate it. For 20 boundaries the mean transmission of 0.082 gives a sum of about $5900\times0.082\approx480$, whereas the typical value would give only 68. If the boundaries mix all channels strongly, a common rough criterion, which I do not derive here, is that localization becomes important when the Ohmic conductance falls to about one quantum, $2e^2/h$. Setting $M/(1+NR_1/T_1)=1$ gives $N=(M-1)T_1/R_1$ and a length of about 470 µm. This is an order-of-magnitude estimate for strong mixing, not a consequence of (5). It is more than a thousand times the length of our line, and about ten thousand times the inelastic path at 300 K. With strong mixing, localization should therefore play no part in the room-temperature resistance of such a line. Without mixing the margin is much smaller: the inelastic path of 40 nm is still shorter than $\xi/2$, so the coherent decay cannot be carried over the whole line, but interference between neighbouring boundaries may still matter.

**Q.** So what would break the theorem, as opposed to making it irrelevant?

**A.** Phases that are fixed or correlated from gap to gap can break the sum rule. Correlation can also leave (5) intact and break the variance bound (6) instead. If all gaps are equal and their common phase is uniform, the mean of $\ln T$ is still $N\ln T_1$, but the variance grows roughly as $N^2$ and the median transmission does not decay. Inelastic scattering destroys the fixed phase relation behind (1). Absorption inside the scatterers is different: $R_j=1-T_j$ then fails, but (1) still holds with $a=|r_1'r_2|$, and for $a<1$ the logarithm of its denominator still averages to zero. The sum rule survives, though the decay is then no longer due to localization alone. Channel mixing replaces the numbers $r$ and $t$ by matrices, for which this proof does not hold. Unequal scatterers do no harm: (5) stands, and if the average of $\ln T_j$ along the chain tends to a finite negative value, the bound $\pi^2N/3$ still gives exponential decay at that average rate. The values used here are listed in the numerical output.

## Numbers as computed

```
Cu lattice constant, rough input: 0.36 nm
Fermi wave number, free electrons: 13.64 nm^-1
Half Fermi wavelength: 0.230 nm
Fermi energy, free electrons: 7.09 eV
Fermi velocity, free electrons: 1.579e+06 m/s
Boundary reflection R1, rough input: 0.20
Boundary transmission T1: 0.80
Mean spacing; spread, rough inputs: 20; 5 nm
Number of boundaries: 20
Chain length L = N d: 400 nm
Residual phase memory |<exp(2ikd)>|: 3.0e-25
Pair T, smallest; largest: 0.4444; 1.0000
Pair T, geometric mean: 0.6400
Pair T, arithmetic mean: 0.6667
Pair T, incoherent: 0.6667
ln T1: -0.2231
Amplitude localization length xi: 179.3 nm
Intensity decay length xi/2: 89.6 nm
Chain mean ln T, theory: -4.463
Chain mean ln T, waves: -4.473 +/- 0.017
Chain standard deviation of ln T, waves: 2.369
Same deviation, variance sum: 2.361
Mean ln|A|^2 after 5: -1.110 (theory -1.116)
Mean ln|A|^2 after 10: -2.223 (theory -2.231)
Mean ln|A|^2 after 15: -3.355 (theory -3.347)
N=20: ln(T)/N mean -0.2208, spread 0.1182
N=200: ln(T)/N mean -0.2240, spread 0.0459
N=2000: ln(T)/N mean -0.2233, spread 0.0145
Variance per boundary, long chain: 0.429
Variance per boundary, 2 Li2(R1): 0.422
Typical chain transmission: 0.01153
Arithmetic mean chain transmission: 0.0817
Incoherent chain transmission: 0.1667
Resistance quantum h/(2e^2): 12.906 kohm
Typical chain resistance: 1119 kohm
Incoherent resistance: 77.4 kohm
Mean coherent resistance: 21465 kohm
Thermal rise of mean ln T, 4 K: 0.119 +/- 0.009
Thermal rise, 300 K: 1.940 +/- 0.031
Typical thermal T, 4 K: 0.01299
Typical thermal T, 300 K: 0.08025
Phase change for energy kBT, 300 K: 0.99 rad
Inelastic path, 300 K, rough input: 40 nm
Chance of no inelastic event over L: 4.5e-05
Line width and height, input: 20 nm
Channels in that Cu line: 5923
Length for one Ohmic quantum: 474 um
```
